# Landau theory and strain-induced magnetization of altermagnets without spin-orbit coupling, part 3

We seek the Landau coefficients and strain response of a collinear altermagnet without spin-orbit coupling, in a mean-field model. Energies and $T$ (meaning $k_BT$) are in Ry, lengths in bohr, moments in $\mu_B$ per cell; $H=\mu_BB$.

The square cell (side $a$, $n$ electrons) has sites A $(\tfrac12,0)$ and B $(0,\tfrac12)$. One-cell hoppings are $t_a$ along $x$, $t_b$ along $y$ on A, exchanged on B; $t$ joins A to B. Strain $\epsilon_{xx}=-\epsilon_{yy}=\epsilon/2$ changes hoppings by $1-\beta\,\delta d/d$. With $w=\cos k_x-\cos k_y$, spin $\sigma=\pm1$, and $\tau_z=+1$ on A,

$$H_\sigma(\mathbf k)=\varepsilon_0+t_x\tau_x+t_z\tau_z-\sigma(h_N\tau_z+h_M+h_Ow)+\epsilon V,$$
$$\varepsilon_0=-(t_a+t_b)(\cos k_x+\cos k_y),\quad t_z=-(t_a-t_b)w,\quad t_x=-4t\cos\tfrac{k_x}2\cos\tfrac{k_y}2,$$
$$V=v_0+v_z\tau_z,\quad v_0=\tfrac\beta2(t_a+t_b)w,\quad v_z=\tfrac\beta2(t_a-t_b)(\cos k_x+\cos k_y).$$

On B, $V_B=\beta(t_b\cos k_x-t_a\cos k_y)$. At $\epsilon=h_O=0$, $E_{b\sigma}=\varepsilon_0-\sigma h_M+bR_\sigma$, $b=\pm1$, $R_\sigma=\sqrt{t_x^2+(t_z-\sigma h_N)^2}$.

Moments are $N=m_A-m_B$, $M=m_A+m_B$, $O=\langle\sum_\sigma\sigma\,w\,n_{\mathbf k\sigma}\rangle_k$ (zone average). Stoner coupling $I$ gives $h_N=\tfrac14IN$, $h_M=H+\tfrac14IM$.

$F_0$ is the fixed-$n$ free energy in given fields, $\chi_{XY}=-\partial^2F_0/\partial h_X\partial h_Y$, and $g$ is defined by its term $-g\,\epsilon h_Nh_M$. In the paramagnet ($R=R_\sigma$, Fermi function $f$, $f_\pm=f(E_\pm)$, chemical potential $\mu$),

$$\chi_{M0}=-2\langle f'_++f'_-\rangle_k,\quad\chi_{NO}=2(t_a-t_b)\Big\langle\frac{w^2}{R}\,(f'_+-f'_-)\Big\rangle_k,$$
$$g=-2\Big\langle\sum_bf''_b\Big(v_0+bv_z\frac{t_z}R\Big)b\frac{t_z}R+\frac{f'_+-f'_-}{R}v_z\frac{t_x^2}{R^2}\Big\rangle_k .$$

The Landau functional contains $\tfrac12A_0N^2+\tfrac12\kappa O^2-\lambda\,\mathbf N\cdot\mathbf O$. Eliminating $\mathbf O$ gives

$$F=\tfrac12AN^2+\tfrac14BN^4+\frac{M^2}{2\chi_M}-\Lambda\epsilon\,\mathbf N\cdot\mathbf M-\mathbf H\cdot\mathbf M,\tag{5}$$
$$A=A_0-\frac{\lambda^2}{\kappa},\qquad \Lambda=\Lambda_N+\frac{\lambda}{\kappa}\Lambda_O,\qquad \mathbf O=\frac\lambda\kappa\mathbf N\quad(\epsilon=0).\tag{6}$$

Below and above $T_c$ respectively,

$$\mathbf M=\chi_M\Lambda\,\epsilon\,\mathbf N,\tag{7}$$
$$\mathbf N=\frac{\chi_M\Lambda}{A}\,\epsilon\,\mathbf H.\tag{8}$$

The lower-band splitting is

$$\Delta(\mathbf k)=\frac{4t_zh_N}{R_\uparrow+R_\downarrow}=-\frac{4(t_a-t_b)h_N\,w(\mathbf k)}{R_\uparrow+R_\downarrow},\tag{10}$$

with $\Delta\approx c_2(k_x^2-k_y^2)$ near $\Gamma$, $c_2=h_N(t_a-t_b)/\sqrt{16t^2+h_N^2}$, and $\Delta=2\min(h_N,2(t_a-t_b))$ at $X=(\pi,0)$.

The real-space multipole uses spheres $S_s$ around sites $\mathbf r_s$, spin density $\mathbf m$ and here $f_N=x^2-y^2$:

$$\mathbf O=\sum_s\int_{S_s}f_N(\mathbf r-\mathbf r_s)\,\mathbf m(\mathbf r)\,d^3r .\tag{2}$$

Operations with sign $\chi=-1$ reverse $\mathbf m$; section 3 gives $\mathbf m_B=-\mathbf m_A$, $\mathbf Q_B=\mathbf Q_A$ for site dipoles and multipoles. In the table, $l$ is the lowest degree of $f_N$, and $p$ the lowest strain power coupling $\mathbf N$ to $\mathbf M$.

### 13. From fields to Landau coefficients

A quadratic form $F_0=-\tfrac12\mathbf h^T\chi\mathbf h$ gives moments $\mathbf y=\chi\mathbf h$ and the Legendre transform $\Gamma_0=F_0+\mathbf h\cdot\mathbf y=\tfrac12\mathbf y^T\chi^{-1}\mathbf y$, with $\partial\Gamma_0/\partial\mathbf y=\mathbf h$. The interaction adds $-(I/4)(m_A^2+m_B^2)=-(I/8)(N^2+M^2)$, and the field adds $-HM$. Stationarity of the sum returns $h_N=IN/4$, $h_M=H+IM/4$ and $h_O=0$, so the sum is the Landau functional of the model.

For the pair $(N,O)$ at zero strain, with $D=\chi_{NN}\chi_{OO}-\chi_{NO}^2$, the inverse matrix gives

$$A_0=\frac{\chi_{OO}}D-\frac I4,\qquad\kappa=\frac{\chi_{NN}}D,\qquad\lambda=\frac{\chi_{NO}}D .$$

Then $\lambda/\kappa=\chi_{NO}/\chi_{NN}$, and $\chi_{OO}/D-\chi_{NO}^2/(D\chi_{NN})=1/\chi_{NN}$, so $A=1/\chi_{NN}-I/4$ and $T_c$ solves $\chi_{NN}=4/I$.

Minimising over $O$ means $h_O=0$, so the reduced functional (5) comes from the pair $(N,M)$, whose matrix has diagonal $\chi_{NN},\chi_{M0}$ and off-diagonal $g\epsilon$. To first order in $\epsilon$ the off-diagonal element of the inverse is $-g\epsilon/(\chi_{NN}\chi_{M0})$. Therefore

$$\Lambda=\frac{g}{\chi_{NN}\chi_{M0}},\qquad\frac1{\chi_M}=\frac1{\chi_{M0}}-\frac I4 .$$

At $T_c$, $N/\chi_{NN}=IN/4=h_N$ and $\chi_M/\chi_{M0}=1/(1-I\chi_{M0}/4)$, so (7) can be written

$$M=\frac{g\,h_N}{1-I\chi_{M0}/4}\,\epsilon .\tag{12}$$

### 14. The response at any temperature

Within mean-field theory the strain response at $H=0$ can be found without expanding in $N$. The exchange $x\leftrightarrow y$ followed by spin reversal sends $\epsilon\to-\epsilon$ and $M\to-M$, and leaves $\mu$ and $N$ unchanged, the latter because both steps reverse it. So $\mu$ and $h_N$ are even in $\epsilon$ and have no linear change. The levels shift by $\delta E=\epsilon\langle V\rangle_{b\sigma}-\sigma\,\delta h_M$, and $M=\langle\sum\sigma f(E_{b\sigma})\rangle_k$ changes by

$$\delta M=\epsilon P_0+\chi_\parallel\,\delta h_M,\qquad P_0=\Big\langle\sum_{b\sigma}\sigma f'(E_{b\sigma})\langle V\rangle_{b\sigma}\Big\rangle_k,\qquad\chi_\parallel=-\Big\langle\sum_{b\sigma}f'(E_{b\sigma})\Big\rangle_k .$$

With $\delta h_M=I\,\delta M/4$,

$$\frac{dM}{d\epsilon}=\frac{P_0}{1-I\chi_\parallel/4},\tag{13}$$

valid while the denominator is positive. As $T\to T_c$, $P_0\to gh_N$, since $M=g\epsilon h_N$ at $h_M=0$, and $\chi_\parallel\to\chi_{M0}$, which recovers (12). Both sums contain $f'$, so they are exponentially small in a gapped state at low $T$. For $n=2$ with one filled band per spin the statement holds site by site: $n_{B\sigma}=1-n_{A\sigma}$ gives $m_B=-m_A$ even when strain moves charge between the sites.

Three cases give $M=0$ to all orders, on the branch connected to the unstrained state. Shear $\epsilon_{xy}$ and isotropic strain preserve the diagonal mirror, which with spin reversal sends $M\to-M$. For $t_a=t_b$ the translation from A to B is a symmetry under any homogeneous strain, and with spin reversal it does the same.

### 15. Worked example

The parameters are round model values: $t=0.01$, $t_a=0.004$, $t_b=0.001$, $I=0.04$ Ry, $\beta=3$, $a=8$ bohr, $n=2$, on a $48\times48$ grid. The numbers come from the numerical check, which also tests the symmetry counts against explicit projection and the formulas against finite differences, self-consistent solutions and direct diagonalisation.

**Coefficients.** The condition $\chi_{NN}=4/I=100$ Ry$^{-1}$ is met at $T_c=0.00654$ Ry, about 1030 K, with $\mu=0.00358$ Ry. There $\chi_{NO}=-5.118$ and $\chi_{OO}=78.235$ Ry$^{-1}$, so $D=7823.5-26.2=7797.3$ Ry$^{-2}$, and

$$\lambda=\frac{-5.118}{7797.3}=-6.56\times10^{-4}\ \text{Ry},\qquad\kappa=\frac{100}{7797.3}=1.28\times10^{-2}\ \text{Ry},\qquad\frac\lambda\kappa=-0.0512 .$$

The integrand of $\chi_{NO}$ is negative where $\varepsilon_0<\mu$, because $E_+$ then lies closer to $\mu$ than $E_-$ and $f'_+<f'_-$. This holds at $X$, where $\varepsilon_0=0$ and $w^2$ is largest. The shift $\lambda^2/\kappa=3.36\times10^{-5}$ Ry is 0.3% of $I/4$, so the multipole is a secondary order parameter in this model. Self-consistent solutions extrapolated to $T_c$ give $O/N=-0.0512$ and $N^2=5.04\,(1-T/T_c)\,\mu_B^2$.

With $\chi_{M0}=64.66$ Ry$^{-1}$, $1/\chi_M=0.015465-0.01=0.005465$ Ry and $\chi_M=183.0$ Ry$^{-1}$. The trilinear coefficient is $g=23.41$ Ry$^{-1}$, both from the formula and from finite differences of $F_0$. Then

$$\Lambda=\frac{23.41}{100\times64.66}=3.62\times10^{-3}\ \text{Ry},\qquad\chi_M\Lambda=183.0\times3.621\times10^{-3}=0.663,$$

and the self-consistent ratio $M/(\epsilon N)$ extrapolates to 0.663.

**Above $T_c$.** At $1.025\,T_c$ and $1.05\,T_c$, $A=1.313\times10^{-4}$ and $2.631\times10^{-4}$ Ry, and $N/(\epsilon H)=4851$ and $2328$ Ry$^{-1}$. The ratio is 2.08 instead of 2 because the numerator also varies: $\chi_M\Lambda=A\times N/(\epsilon H)$ is 0.637 and 0.612 at the two temperatures. A field of 10 T is $H=4.254\times10^{-5}$ Ry, so (8) at $1.05\,T_c$ and 1% strain gives $N=2328\times0.01\times4.254\times10^{-5}=9.9\times10^{-4}\,\mu_B$.

**At $0.9\,T_c$.** Here $h_N=0.006825$ Ry, $N=0.682\,\mu_B$ and $O=-0.03255\,\mu_B$, so $O/N=-0.0477$; at $0.5\,T_c$ the ratio is $-0.02713/1.264=-0.0215$. The proportionality with $\lambda/\kappa$ is a statement about the neighbourhood of $T_c$. The splitting coefficient is

$$c_2a^2=\frac{0.006825\times0.003\times64}{\sqrt{0.0016+0.0000466}}=\frac{0.001310}{0.04058}=0.0323\ \text{Ry bohr}^2 .$$

At $X$, $h_N$ exceeds $2(t_a-t_b)=0.006$ Ry, so $\Delta(X)=0.0120$ Ry, or 163 meV. The quadratic form continued to $X$ would give $0.0323\,\pi^2/64=0.0050$ Ry, less than half the true value, because the denominator of (10) falls where $t_x$ vanishes, from $2\times0.04058$ Ry at $\Gamma$ to $2h_N=0.01365$ Ry at $X$, a factor 5.95. This outweighs $|w|=2$ lying below its quadratic value $\pi^2/2$, a factor 0.405, and the product 2.4 is the ratio of the two splittings.

For the strain response $P_0=0.1457\,\mu_B$, $\chi_\parallel=53.67$ Ry$^{-1}$, and (13) gives $0.1457/(1-0.5367)=0.314\,\mu_B$ per unit strain. Finite differences in strain and the converse derivative $-\partial\langle V\rangle/\partial H$ give the same value. A self-consistent solution at 1% strain has $M=3.14\times10^{-3}\,\mu_B$. The Landau value with coefficients taken at $T_c$ is $0.6626\times0.01\times0.6825=4.52\times10^{-3}\,\mu_B$, too large by 44% relative to the self-consistent moment. Comparing (12) with (13) locates the difference: the numerator is $0.1457$ against $gh_N=23.41\times0.006825=0.1598$, a factor 0.912, and the denominator is $0.4633$ against $1-0.6466=0.3534$, a factor 0.763. With unrounded factors the product is 0.695, equal to $3.14/4.52$. Most of the error comes from the fall of the longitudinal susceptibility. At $0.5\,T_c$ the response is $0.1346/0.8354=0.161\,\mu_B$, smaller although $N$ has grown to $1.264\,\mu_B$. The three control cases give moments at the level of rounding error.

**Insulator and metal.** At $T=0.0002$ Ry, $h_N=0.01353$ Ry and $N=1.353\,\mu_B$. The upper band at $X$ lies at $h_N-2(t_a-t_b)$ and the lower band at $(\pi,\pi)$, where $t_x=t_z=0$, at $2(t_a+t_b)-h_N$. Their difference, $2h_N-4t_a=0.02706-0.016=0.01106$ Ry, equals the gap found by a search over the zone. At 1% strain the charge difference is $n_A-n_B=-5.7\times10^{-4}$, so the strain acts on the electrons, yet $|M|$ comes out near $10^{-14}\,\mu_B$. The splitting at $X$ is still 0.0120 Ry although $N$ has doubled since $0.9\,T_c$.

With $n=2.04$, $h_N$ held at this value, $h_M=0$ and a $200\times200$ grid, $P_0$ is $0.259\,\mu_B$ at $T=0.0005$ Ry and $0.262\,\mu_B$ at $0.00035$ Ry, with no sign of freezing out. The added electrons occupy a spin-up pocket at $X$ and a spin-down pocket at $(0,\pi)$. At these points $v_z=0$ and $v_0=\mp\beta(t_a+t_b)=\mp0.015$ Ry, so $\sigma\langle V\rangle=-0.015$ Ry in both, and pockets of zero size would give $P_0=0.015\,\chi_\parallel=0.015\times19.8=0.297\,\mu_B$. This is 13% above the computed value, relative to the latter. The sign of the deviation agrees with the form of $V$: at $X$ the upper spin-up state lies on B, and $V_B\approx-\beta(t_a+t_b)+\beta(t_bq_x^2+t_aq_y^2)/2$ shrinks in magnitude with the distance $\mathbf q$ from $X$. The doped state was not made self-consistent.

### 16. The multipole in real space

To evaluate (2) the sites need orbitals. Let $\varphi$ be a round orbital, $S(\mathbf k)$ the overlap matrix of its Bloch sums on A and B, and let the tight-binding states refer to the Löwdin-orthonormalised functions. Then $m(\mathbf r)=\sum_{ij}D_{ij}\varphi_i(\mathbf r)\varphi_j(\mathbf r)$ over all pairs of sites, where $D$ is the lattice transform of $S^{-1/2}(\rho_\uparrow-\rho_\downarrow)S^{-1/2}$ and $\rho_\sigma$ is the density matrix. Since $S$ has the full symmetry, $D$ changes sign under every operation with $\chi=-1$.

For a single Gaussian $e^{-\alpha r^2}$ the moment $Q=\int(x^2-y^2)m\,d^2r$ over a disc around a site vanishes identically. Completing the square shows that a product of two such Gaussians a distance $d$ apart is $e^{-\alpha d^2/2}e^{-2\alpha|\mathbf r-\mathbf r_c|^2}$, round about the midpoint $\mathbf r_c$ and dependent only on $d$. An A–A pair displaced by one odd and one even number of cells has its midpoint on a fourfold centre; the quarter turn maps it to a B–B pair of the same length and midpoint with opposite $D$, and the two cancel. An A–B pair has its midpoint at odd multiples of $\tfrac14$ in both coordinates, so either $x-y$ or $x+y$ is an integer and the point lies on a diagonal mirror; the mirror image cancels it in the same way. The remaining pairs have midpoints on sites and leave round Gaussians of amplitude $+c$ on A and $-c$ on B, a checkerboard with fourfold symmetry about each site, for which $Q=0$. The computation with exponent $0.125$ bohr$^{-2}$ confirms this to rounding error.

For an orbital made of two normalised Gaussians with equal weights the cross products are centred off the midpoint and keep the bond direction. With exponents 0.5 and 0.1 bohr$^{-2}$, discs of radius 2.4 bohr and a $24\times24$ grid, the dipoles at $0.9\,T_c$ are $+0.306$ and $-0.306\,\mu_B$, while $Q_A=Q_B=-4.55\times10^{-5}\,\mu_B$ bohr$^2$, as section 3 requires. The $xy$ moments vanish, and so does $Q$ for $t_a=t_b$. Near $T_c$ the ratio $(Q_A+Q_B)/N$ is nearly constant, $-1.45\times10^{-4}$ bohr$^2$ at $N\approx0.07\,\mu_B$; at $0.9\,T_c$ it is $-9.10\times10^{-5}/0.682=-1.33\times10^{-4}$ bohr$^2$. On the scale of the dipole times the squared radius, $0.306\times2.4^2=1.76\,\mu_B$ bohr$^2$, the octupole is a few parts in $10^5$. The same bands, with the same 163 meV splitting, go with a disc octupole that is zero for one orbital and nonzero for another, so in this model the size of the atomic multipole is no measure of the size of the splitting.

## Table of computed values

```
SO(3) invariants of one, two spin vectors: 0, 1
group(generators) signs:(degree l, multiplicity, strain power p)
 C2h(C2z) -:(2,2,1)
 D2h(C2z,C2x) +-:(2,1,1)  -+:(2,1,1)  --:(2,1,1)
 C4h(C4z) -:(2,2,1)
 D4h(C4z,C2x) +-:(4,1,2)  -+:(2,1,1)  --:(2,1,1)
 D3d(C3z,C2x) +-:(4,1,2)
 C6h(C6z) -:(4,2,2)
 D6h(C6z,C2x) +-:(6,1,3)  -+:(4,1,2)  --:(4,1,2)
 Oh(C4z,C3d) -+:(6,1,3)
 no altermagnetic irrep: Ci S6 Th
t=0.01 Ry, ta=0.004 Ry, tb=0.001 Ry, I=0.04 Ry, beta=3.0, a=8.0 bohr, n=2 per cell, grid 48x48
Tc = 0.006539 Ry = 1032 K (mean field); mu(Tc) = 0.003580 Ry
chi_NN, chi_NO, chi_OO at Tc = 100.0000, -5.1181, 78.2350 1/Ry
lam = -6.5640e-04 Ry, kap = 1.2825e-02 Ry, lam/kap = -0.05118
A0(Tc) = 3.3595e-05 Ry, lam^2/kap = 3.3595e-05 Ry
chi_M0 = 64.6623 1/Ry, chi_M = 182.984 1/Ry
g = 23.4147 1/Ry, Lam = 3.62108e-03 Ry, chi_M*Lam = 0.66260
g from finite differences of F = 23.4127 1/Ry
T->Tc: N^2/(1-T/Tc) = 5.0438 muB^2, O/N = -0.05118, M/(eps N) = 0.66258
T=1.025 Tc: A = 1.3130e-04 Ry, N/(eps H) = 4850.6 1/Ry
T=1.050 Tc: A = 2.6306e-04 Ry, N/(eps H) = 2328.3 1/Ry
10 T: H = 4.2544e-05 Ry; T=1.05 Tc, eps=0.01: N = 9.905e-04 muB
T=0.5 Tc: hN = 0.012638 Ry, N = 1.26384 muB, O = -0.02713 muB
  P0 = 0.13458 muB, chi_par = 16.464 1/Ry, 1-I chi/4 = 0.8354
  dM/deps = 0.16111 muB, finite diff 0.16111, -d<V>/dH = 0.16111
T=0.9 Tc: hN = 0.006825 Ry, N = 0.68248 muB, O = -0.03255 muB
  P0 = 0.14568 muB, chi_par = 53.673 1/Ry, 1-I chi/4 = 0.4633
  dM/deps = 0.31447 muB, finite diff 0.31447, -d<V>/dH = 0.31447
T=0.9 Tc = 0.005885 Ry, eps=0.01: M = 3.1445e-03 muB; Landau value 4.5221e-03 muB
controls (shear, isotropic, ta=tb=0.0025 Ry): max |M|,|O| = 4e-16 muB
T=0.9 Tc: c2 a^2 = 0.03229 Ry bohr^2; Delta(X) = 0.01200 Ry = 163.3 meV
T=0.0002 Ry: hN = 0.013531 Ry, N = 1.35306 muB, gap = 0.01106 Ry
  eps=0.01: |M| = 8e-15 muB, nA-nB = -5.715e-04, Delta(X) = 0.01200 Ry
n=2.04, rigid hN, T=0.00050 Ry: P0 = 0.2593 muB, chi_par = 19.63 1/Ry
n=2.04, rigid hN, T=0.00035 Ry: P0 = 0.2622 muB, chi_par = 19.80 1/Ry
Gaussian exponents = 0.500, 0.100 1/bohr^2, disc radius = 2.40 bohr, grid 24x24
T=0.9 Tc disc dipoles A, B = 0.30628, -0.30628 muB
  x^2-y^2 moments A, B = -4.5497e-05, -4.5497e-05 muB bohr^2
  near Tc: (QA+QB)/N = -1.4545e-04 bohr^2
  single Gaussian 0.125 1/bohr^2: max |Q| = 7e-17 muB bohr^2
```
